# Why a ligand field does not split the pure gadolinium(III) 8S term: a numerical check

```python
# Result under test: in the pure 8S term of 4f7 every spin-independent
# one-electron ligand field V = sum_i v(i) has the matrix Tr(v) * identity,
# so it shifts the eight states together and splits none of them.
# Symbols: m = f-orbital label -3..3; F2, F4, F6 = Slater integrals;
# zeta = spin-orbit constant; e_sigma, e_pi = energies by which one ligand
# raises the f orbitals of sigma and pi type about its own bond axis.
# All energies are in cm^-1 unless a label says otherwise.
from itertools import combinations
from math import factorial, pi, sqrt
import numpy as np
from scipy import constants as const
from scipy.sparse import csr_matrix, identity
from scipy.special import lpmv

SLATER = {2: 85000.0, 4: 60000.0, 6: 45000.0}
ZETA, E_SIGMA, E_PI = 1500.0, 400.0, 100.0
TEMPERATURE = 450.0      # K, rough precursor source temperature
NEIGHBOUR_NM = 1.0       # nm, rough distance between metal ions in the solid
M_VALUES = np.arange(-3, 4)


def harmonic(l, m, cos_theta, phi):
    a = abs(m)
    norm = sqrt((2 * l + 1) / (4 * pi) * factorial(l - a) / factorial(l + a))
    y = norm * lpmv(a, l, cos_theta) * np.exp(1j * a * phi)
    return y if m >= 0 else (-1) ** a * np.conj(y)


def build_space(n_electrons):
    """All determinants and every nonzero element of a+_p a_q."""
    dets = [sum(1 << p for p in c)
            for c in combinations(range(14), n_electrons)]
    index = {d: i for i, d in enumerate(dets)}
    table = []
    for col, det in enumerate(dets):
        for q in range(14):
            if not (det >> q) & 1:
                continue
            rest = det ^ (1 << q)
            below_q = (rest & ((1 << q) - 1)).bit_count()
            for p in range(14):
                if (rest >> p) & 1:
                    continue
                below_p = (rest & ((1 << p) - 1)).bit_count()
                sign = -1 if (below_q + below_p) % 2 else 1
                table.append((index[rest | (1 << p)], col, p, q, sign))
    return dets, np.array(table).T


def one_body(h, space):
    dets, (row, col, p, q, sign) = space
    values = h[p, q] * sign
    keep = np.abs(values) > 1e-12
    return csr_matrix((values[keep], (row[keep], col[keep])),
                      shape=(len(dets), len(dets)))


def both_spins(orbital_matrix):
    return np.kron(np.eye(2), orbital_matrix)


def width(values):
    return float(np.max(values) - np.min(values))


# Angular momentum matrices; spin-up orbitals come first.
LZ = np.diag(M_VALUES.astype(float))
LP = np.zeros((7, 7))
for i, m in enumerate(M_VALUES[:-1]):
    LP[i + 1, i] = sqrt(12 - m * (m + 1))
LX, LY = (LP + LP.T) / 2, (LP - LP.T) / 2j
SZ = np.diag([0.5, -0.5])
SP = np.array([[0.0, 1.0], [0.0, 0.0]])
L_DOT_S = np.kron(SZ, LZ) + (np.kron(SP, LP.T) + np.kron(SP.T, LP)) / 2

# Quadrature on the unit sphere.
nodes, node_weights = np.polynomial.legendre.leggauss(40)
angles = 2 * pi * np.arange(80) / 80
grid_cos, grid_phi = [g.ravel() for g in
                      np.meshgrid(nodes, angles, indexing="ij")]
grid_weight = np.repeat(node_weights, 80) * 2 * pi / 80
f_orbitals = np.array([harmonic(3, m, grid_cos, grid_phi) for m in M_VALUES])


def f_matrix(function_on_grid):
    return (f_orbitals.conj() * grid_weight * function_on_grid) @ f_orbitals.T


# The half-filled shell is a sphere of charge.
density = np.sum(np.abs(f_orbitals) ** 2, axis=0)
assert np.allclose(density, 7 / (4 * pi), atol=1e-12)

# Electron repulsion from multipole operators; nonscalar ones are traceless.
space7 = build_space(7)
dets7 = space7[0]
dimension = len(dets7)
coulomb = csr_matrix((dimension, dimension))
largest_trace = 0.0
for k, slater in SLATER.items():
    c = {}
    for q in range(-k, k + 1):
        mat = f_matrix(sqrt(4 * pi / (2 * k + 1))
                       * harmonic(k, q, grid_cos, grid_phi))
        assert np.max(np.abs(mat.imag)) < 1e-12
        c[q] = np.where(np.abs(mat.real) > 1e-12, mat.real, 0.0)
        largest_trace = max(largest_trace, abs(np.trace(mat)))
    many = {q: one_body(both_spins(c[q]), space7) for q in c}
    for q in c:
        self_part = one_body(both_spins(c[q] @ c[-q]), space7)
        coulomb = coulomb + (slater / 2 * (-1) ** q
                             * (many[q] @ many[-q] - self_part))
assert largest_trace < 1e-12
raise_L = one_body(both_spins(LP), space7)
commutator = coulomb @ raise_L - raise_L @ coulomb
assert abs(commutator).max() < 1e-6

# The octet: all spins up, then repeated spin lowering.
twice_ms = np.array([2 * (d & 127).bit_count() - 7 for d in dets7])
octet_count = int(np.sum(twice_ms == 7))
assert octet_count == 1
lower_S = one_body(np.kron(SP.T, np.eye(7)), space7)
state = np.zeros(dimension)
state[dets7.index(127)] = 1.0
octet = [state]
for _ in range(7):
    state = lower_S @ state
    state = state / np.linalg.norm(state)
    octet.append(state)
octet = np.array(octet).T
assert np.linalg.norm(lower_S @ octet[:, -1]) < 1e-10
assert np.linalg.norm(raise_L @ octet) < 1e-10          # L = 0
octet_energy = float(octet[:, 0] @ (coulomb @ octet[:, 0]))

# Free-ion levels: every J has exactly one state with M_J = 1/2.
spin_orbit = one_body(L_DOT_S, space7)
orbital_m = np.array([sum(int(M_VALUES[p % 7]) for p in range(14)
                          if (d >> p) & 1) for d in dets7])
block = np.where(2 * orbital_m + twice_ms == 1)[0]
coulomb_block = coulomb[block][:, block].toarray()
so_block = spin_orbit[block][:, block].toarray()
levels_no_so = np.linalg.eigvalsh(coulomb_block)
levels = np.linalg.eigvalsh(coulomb_block + ZETA * so_block)
assert abs(levels_no_so[0] - octet_energy) < 1e-5       # 8S is the ground term
assert levels_no_so[1] - levels_no_so[0] > 1000
free_gap = levels[1] - levels[0]


def octet_matrix(v):
    """V in the octet, and how far V pushes the octet out of itself."""
    image = one_body(both_spins(v), space7) @ octet
    matrix = octet.T @ image
    return matrix, np.linalg.norm(image - octet @ matrix)


# Point charges without symmetry: (polar deg, azimuth deg, distance, charge).
charges = [(12, 5, 1.0, 1.0), (70, 40, 1.1, 0.8), (95, 170, 1.3, 1.2),
           (130, 260, 1.05, 0.5)]
shell_radius = 0.4
grid_sin = np.sqrt(1 - grid_cos ** 2)
points = shell_radius * np.array([grid_sin * np.cos(grid_phi),
                                  grid_sin * np.sin(grid_phi), grid_cos])


def unit_vector(polar, azimuth):
    t, p = np.radians([polar, azimuth])
    return np.array([np.sin(t) * np.cos(p), np.sin(t) * np.sin(p), np.cos(t)])


potential = sum(z / np.linalg.norm(points - d * unit_vector(t, p)[:, None],
                                   axis=0) for t, p, d, z in charges)
v_charges = f_matrix(potential)
charge_matrix, charge_leak = octet_matrix(v_charges)
charge_levels = np.linalg.eigvalsh(charge_matrix)
charge_orbital_width = width(np.linalg.eigvalsh(v_charges))
charge_shift_rule = 7 * sum(z / d for _, _, d, z in charges)
assert np.allclose(charge_levels, charge_shift_rule, atol=1e-9)
assert charge_leak < 1e-9 and charge_orbital_width > 0.01


# Ligand model: projectors on the f orbitals quantized along each bond.
def ligand_field(directions):
    v = np.zeros((7, 7), complex)
    for polar, azimuth in directions:
        n = unit_vector(polar, azimuth)
        _, u = np.linalg.eigh(n[0] * LX + n[1] * LY + n[2] * LZ)
        v += E_SIGMA * np.outer(u[:, 3], u[:, 3].conj())
        for j in (2, 4):
            v += E_PI * np.outer(u[:, j], u[:, j].conj())
        aimed = sqrt(4 * pi / 7) * np.array(
            [np.conj(harmonic(3, m, n[2], np.radians(azimuth)))
             for m in M_VALUES])
        assert abs(abs(np.vdot(aimed, u[:, 3])) - 1) < 1e-10
    return v


geometries = {
    "octahedron": [(0, 0), (180, 0), (90, 0), (90, 90), (90, 180), (90, 270)],
    "trigonal prism": [(t, p) for t in (52, 128) for p in (0, 120, 240)],
    "irregular": [(10, 0), (75, 20), (80, 110), (95, 200), (100, 290),
                  (150, 60)]}

# Comparison ion 4f13: also J = 7/2, but with L = 3.
space13 = build_space(13)
e13, u13 = np.linalg.eigh(one_body(L_DOT_S, space13).toarray())
assert width(e13[:8]) < 1e-10 and e13[8] - e13[7] > 1
j72 = u13[:, :8]

rng = np.random.default_rng(7)


def ground_eight(v, zeta):
    """Lowest eight states of the full 4f7 problem, by filtered iteration
    from random vectors; energies relative to the shifted 8S term."""
    reference = octet_energy + np.trace(v).real
    h = (coulomb + zeta * spin_orbit + one_body(both_spins(v), space7)
         - reference * identity(dimension)).tocsr()
    low, high = 20000.0, levels[-1] - octet_energy + 15000.0
    centre, half = (low + high) / 2, (high - low) / 2
    x = rng.normal(size=(dimension, 8)) + 1j * rng.normal(size=(dimension, 8))
    x = np.linalg.qr(x)[0]
    for _ in range(3):
        previous, current = x, (h @ x - centre * x) / half
        for _ in range(29):
            previous, current = current, (
                2 * (h @ current - centre * current) / half - previous)
        x = np.linalg.qr(current)[0]
    energy, rotation = np.linalg.eigh(x.conj().T @ (h @ x))
    x = x @ rotation
    assert np.linalg.norm(h @ x - x * energy) < 1e-5
    weight = np.linalg.norm(octet.T @ x) ** 2 / 8
    return energy, weight


results = {}
for name, directions in geometries.items():
    v = ligand_field(directions)
    matrix, leak = octet_matrix(v)
    first_order = np.linalg.eigvalsh(matrix)
    expected = len(directions) * (E_SIGMA + 2 * E_PI)
    assert np.allclose(first_order, expected, atol=1e-8) and leak < 1e-8
    v13 = one_body(both_spins(v), space13)
    split13 = np.linalg.eigvalsh(j72.conj().T @ (v13 @ j72))
    full, weight = ground_eight(v, ZETA)
    assert np.allclose(full[0::2], full[1::2], atol=1e-6)   # Kramers pairs
    assert width(split13) > 10
    assert width(full) < 0.01 * width(split13)
    results[name] = (v, width(np.linalg.eigvalsh(v)), first_order.mean(),
                     width(first_order), width(split13), full, weight)

v_irregular = results["irregular"][0]
full_irregular, octet_weight = results["irregular"][5:]
residual = width(full_irregular)
no_so_width = width(ground_eight(v_irregular, 0.0)[0])
weak_so_width = width(ground_eight(v_irregular, ZETA / 10)[0])
double_field_width = width(ground_eight(2 * v_irregular, ZETA)[0])
assert no_so_width < 1e-6
assert residual > 1e-4 and weak_so_width < residual / 10

# Sizes of other effects.
wavenumber = const.h * const.c * 100                    # J per cm^-1
thermal = const.k * TEMPERATURE / wavenumber
excited_ratio = np.exp(-free_gap / thermal)
bohr_magneton = const.physical_constants["Bohr magneton"][0]
moment = 2 * 3.5 * bohr_magneton
dipole = (const.mu_0 / (4 * pi) * 2 * moment ** 2
          / (NEIGHBOUR_NM * 1e-9) ** 3 / wavenumber)
micro_ev = residual * wavenumber / const.e * 1e6

print("INPUTS (round model values)")
print(f"F2, F4, F6: {SLATER[2]:.0f}, {SLATER[4]:.0f}, {SLATER[6]:.0f} cm^-1")
print(f"spin-orbit constant zeta: {ZETA:.0f} cm^-1")
print(f"e_sigma, e_pi per ligand: {E_SIGMA:.0f}, {E_PI:.0f} cm^-1")
print(f"source temperature: {TEMPERATURE:.0f} K")
print("STRUCTURE OF 4f7")
print(f"determinants: {dimension}; with M_S = 7/2: {octet_count}")
print(f"free-ion J levels: {len(levels)}")
print(f"8S to next term, no spin-orbit: "
      f"{levels_no_so[1] - levels_no_so[0]:.0f} cm^-1")
print(f"ground to next level, with spin-orbit: {free_gap:.0f} cm^-1")
print("POINT CHARGES WITHOUT SYMMETRY (reduced units)")
print(f"spread of the seven f orbitals: {charge_orbital_width:.4f}")
print(f"8S shift from determinants: {charge_levels.mean():.6f}")
print(f"8S shift from 7 * sum(charge/distance): {charge_shift_rule:.6f}")
print(f"8S first-order width (rounding): {width(charge_levels):.0e}")
print("SIX LIGANDS, THREE GEOMETRIES")
for name, r in results.items():
    print(f"{name}: f-orbital spread {r[1]:.1f} cm^-1")
    print(f"  8S common shift {r[2]:.1f} cm^-1")
    print(f"  8S first-order width (rounding) {r[3]:.0e} cm^-1")
    print(f"  4f13 J=7/2 first-order width {r[4]:.1f} cm^-1")
    print(f"  4f7 residual width with spin-orbit {width(r[5]):.2e} cm^-1")
print("NEGLECTED EFFECTS, IRREGULAR GEOMETRY")
doublets = full_irregular[0::2] - full_irregular[0]
print("Kramers doublets: " + ", ".join(f"{d:.4f}" for d in doublets)
      + " cm^-1")
print(f"residual width: {residual:.4f} cm^-1 = {micro_ev:.2f} microeV")
print(f"8S weight in the ground level: {100 * octet_weight:.2f} %")
print(f"width at zeta = 0 (rounding): {no_so_width:.0e} cm^-1")
print(f"width at zeta/10: {weak_so_width:.2e} cm^-1")
print(f"width at doubled ligand field: {double_field_width:.4f} cm^-1")
print(f"thermal energy kT: {thermal:.1f} cm^-1")
print(f"residual width / kT: {residual / thermal:.1e}")
print(f"Boltzmann factor of next level: {excited_ratio:.1e}")
print(f"dipole coupling of two ions at {NEIGHBOUR_NM:.1f} nm: "
      f"{dipole:.3f} cm^-1")
print("checks complete")
```

Printed output:

```
INPUTS (round model values)
F2, F4, F6: 85000, 60000, 45000 cm^-1
spin-orbit constant zeta: 1500 cm^-1
e_sigma, e_pi per ligand: 400, 100 cm^-1
source temperature: 450 K
STRUCTURE OF 4f7
determinants: 3432; with M_S = 7/2: 1
free-ion J levels: 327
8S to next term, no spin-orbit: 33114 cm^-1
ground to next level, with spin-orbit: 31354 cm^-1
POINT CHARGES WITHOUT SYMMETRY (reduced units)
spread of the seven f orbitals: 0.1162
8S shift from determinants: 21.885781
8S shift from 7 * sum(charge/distance): 21.885781
8S first-order width (rounding): 2e-14
SIX LIGANDS, THREE GEOMETRIES
octahedron: f-orbital spread 950.0 cm^-1
  8S common shift 3600.0 cm^-1
  8S first-order width (rounding) 2e-12 cm^-1
  4f13 J=7/2 first-order width 842.9 cm^-1
  4f7 residual width with spin-orbit 6.16e-02 cm^-1
trigonal prism: f-orbital spread 619.5 cm^-1
  8S common shift 3600.0 cm^-1
  8S first-order width (rounding) 3e-12 cm^-1
  4f13 J=7/2 first-order width 443.0 cm^-1
  4f7 residual width with spin-orbit 2.16e-01 cm^-1
irregular: f-orbital spread 966.8 cm^-1
  8S common shift 3600.0 cm^-1
  8S first-order width (rounding) 2e-12 cm^-1
  4f13 J=7/2 first-order width 720.5 cm^-1
  4f7 residual width with spin-orbit 2.17e-01 cm^-1
NEGLECTED EFFECTS, IRREGULAR GEOMETRY
Kramers doublets: 0.0000, 0.0761, 0.1299, 0.2166 cm^-1
residual width: 0.2166 cm^-1 = 26.86 microeV
8S weight in the ground level: 97.12 %
width at zeta = 0 (rounding): 4e-11 cm^-1
width at zeta/10: 3.47e-04 cm^-1
width at doubled ligand field: 0.4533 cm^-1
thermal energy kT: 312.8 cm^-1
residual width / kT: 6.9e-04
Boltzmann factor of next level: 2.9e-44
dipole coupling of two ions at 1.0 nm: 0.042 cm^-1
checks complete
```
